# Suboxide depth profiles from angle-resolved photoemission: regularised inversion and its resolution limit

Take two suboxide layers inside a 2.0 nm oxide film on silicon, both centred 1.7 nm below the surface, one 0.2 nm wide and the other 0.6 nm wide, with equal amounts of suboxide and equal mean depth. Measure the suboxide photoemission at fourteen angles from 0° to 65°, with an error of 2 % at each. The two data sets differ by 0.52 standard deviations, summed in quadrature over all fourteen angles. A threefold change of width is invisible. The singular values of the attenuation matrix show why, and they also show what an inversion can deliver.

## Forward model

Let $z$ be the depth below the surface, $D$ the known film thickness, and $f(z)$ the density of Si in the states 1+, 2+ and 3+ together, divided by the atomic density $n_{\rm Si}$ of crystalline silicon. I take $0\le f\le1$. The emission angle $\theta$ is measured from the surface normal, and $\mu=\cos\theta$. Lengths are in nm.

Electrons are assumed to travel in straight lines through a laterally uniform film. From depth $z$ the path to the surface is $z/\mu$, so the suboxide intensity is

$$I_{\rm sub}=K(\theta)\,n_{\rm Si}\int_0^D f(z)\,e^{-z/(\lambda\mu)}\,dz ,$$

where $\lambda$ is the attenuation length in the film and $K$ contains the photon flux, viewed area, cross-section and analyser transmission. Thick clean silicon, measured at the same angle, gives

$$I_{\rm ref}=K(\theta)\,n_{\rm Si}\int_0^\infty e^{-z/(\lambda_{\rm ref}\mu)}dz=K(\theta)\,n_{\rm Si}\lambda_{\rm ref}\mu .$$

If the Si 2p cross-section per atom is the same in both, $K$ cancels in the ratio:

$$y(\theta)=\frac{1}{\lambda_{\rm ref}\mu}\int_0^D f(z)\,e^{-pz}\,dz,\qquad p=\frac1{\lambda\mu}.$$

The data are thus samples of a Laplace transform over a short range of $p$.

The example uses $\lambda=3.4$ nm and $\lambda_{\rm ref}=3.1$ nm. The synthetic layer is a raised cosine of full width $w_0=0.6$ nm that ends at the substrate:

$$f=\frac{F}{w_0}\left[1+\cos\frac{2\pi(z-1.7)}{w_0}\right],\qquad F=\int f\,dz=0.2\ {\rm nm}.$$

Its amount is $N=n_{\rm Si}F=49.94\times0.2=9.99$ nm$^{-2}$ ($1.0\times10^{15}$ cm$^{-2}$), or 1.47 monolayers of Si(100). Its mean height above the substrate is 0.300 nm. As a check of size, placing the whole layer at its mean depth gives $y(0)\approx(0.2/3.1)e^{-1.7/3.4}=0.039$; quadrature gives 0.03915.

## Whitened matrix

Let $\sigma_i$ be the known standard error of $y_i$, here 2 % of the noise-free signal, with independent Gaussian errors. Divide $[0,D]$ into $n$ bins of width $h$ and use the unknowns $x_j=f_j\sqrt h$. Then $|x|^2=\sum_j f_j^2h$ is the discrete form of $\int f^2dz$, so singular values do not drift as the grid is refined. With

$$g_i=\frac1{\sigma_i\lambda_{\rm ref}\mu_i},\qquad A_{ij}=\frac{g_i}{\sqrt h}\int_{z_j}^{z_j+h}e^{-p_iz}dz=\frac{g_i}{\sqrt h}\,\frac{e^{-p_iz_j}-e^{-p_i(z_j+h)}}{p_i},$$

where $z_j$ is the upper edge of bin $j$, the data $b_i=y_i/\sigma_i$ obey $b=Ax+\varepsilon$ with unit-variance noise. Sixty bins reproduce the signal to a relative error of $4.5\times10^{-5}$. If the errors are correlated with covariance $C=LL^T$, multiply both kernel and data by $L^{-1}$ instead of dividing by $\sigma_i$.

## How many parameters can be seen

Write $A=\sum_k s_ku_kv_k^T$, with $s_1\ge s_2\ge\dots$. Projecting the data on $u_k$ gives $u_k\cdot b=s_k\,(v_k\cdot x)+u_k\cdot\varepsilon$, and $u_k\cdot\varepsilon$ has unit variance. The unregularised estimate of the coefficient $v_k\cdot x$ therefore has standard deviation $1/s_k$.

Whether this is good enough depends on how large the coefficient can be. For two admissible profiles $f$ and $\tilde f$, $|f-\tilde f|\le1$ everywhere. The Cauchy–Schwarz inequality gives

$$\left|\int_0^D v_k(f-\tilde f)\,dz\right|\le\left[\int_0^D(f-\tilde f)^2dz\right]^{1/2}\le\sqrt D .$$

Along $u_k$ their data differ by at most $s_k\sqrt D$ standard deviations. A mode with $s_k\sqrt D<1$ cannot separate any two admissible profiles at the one-sigma level. The converse is weaker: a mode that passes may still be invisible for a particular profile. The same argument covers the whole tail, since modes $k\ge m$ together contribute at most $s_m\sqrt D$.

| $k$ | $s_k$ (nm$^{-1/2}$) | $s_k\sqrt D$ | example layer ($\sigma$) |
|---|---|---|---|
| 1 | 1872 | 2647 | 186 |
| 2 | 134 | 190 | 23.4 |
| 3 | 3.85 | 5.4 | 0.50 |
| 4 | 0.064 | 0.091 | 0.0004 |

The last column is $s_k|v_k\cdot x|$ for the example layer. Three modes pass the general criterion, but this layer excites only two of them above the noise. Sixty depth bins or six hundred would make no difference.

The first four $v_k$ have 0, 1, 2 and 3 sign changes. They are not separate moments of the profile. The width difference of the opening example appears mainly in modes 1 and 2, with 0.46 and 0.23 standard deviations, and hardly in mode 3, with 0.009. There it can be imitated by small changes of amount and mean depth: if both are left free, only 0.03 of the 0.52 standard deviations remains.

## Why the singular values collapse

Centre both variables. Put $z=D(1+t)/2$ and $p=p_c+q\Delta$, where $p_c$ is the middle of the range of $p$, $\Delta=(p_{\max}-p_{\min})/2$, and $|t|,|q|\le1$. Then

$$pz=\frac{pD}2+\frac{pDt}2=\frac{pD}2+\frac{p_cDt}2+c\,qt,\qquad c=\frac{\Delta D}2=\frac{D(p_{\max}-p_{\min})}4 .$$

The first term depends on angle alone and the second on depth alone. Angle and depth are coupled only by $e^{-cqt}$. Truncating its Taylor series after $r$ terms leaves a sum of $r$ products (function of angle) × (function of depth), an operator $A_r$ of rank at most $r$. The remainder is at most $c^re^c/r!$.

This bounds $s_{r+1}$. The space spanned by $v_1,\dots,v_{r+1}$ has dimension $r+1$, so it contains a unit vector $v$ with $A_rv=0$. On that space $|Av|\ge s_{r+1}$, hence $|(A-A_r)v|\ge s_{r+1}$. The left side is at most the root of the summed squares of the kernel of $A-A_r$:

$$s_{r+1}^2\le\left(\frac{c^re^c}{r!}\right)^2\sum_ig_i^2e^{-p_iD}\int_0^De^{-p_cDt}dz .$$

Since $dz=(D/2)dt$, the integral is $(D/2)\cdot2\sinh(p_cD)/(p_cD)=\sinh(p_cD)/p_c$. Thus

$$s_{r+1}\le\frac{c^re^c}{r!}\left[\frac{\sinh(p_cD)}{p_c}\sum_ig_i^2e^{-p_iD}\right]^{1/2}.$$

From one $r$ to the next the bound shrinks by $c/(r+1)$, faster than any geometric series. In the example $p$ runs from 0.294 to 0.696 nm$^{-1}$, so $c=2.0\times0.402/4=0.20$. The bounds on $s_2,\dots,s_5$ are 468, 47, 3.15 and 0.158 nm$^{-1/2}$. They are loose: the computed $s_4$ is about fifty times below its bound. The bound alone excludes mode 5 and all beyond it, because $0.158\sqrt2=0.22<1$; excluding mode 4 needs the computed value.

Three consequences follow.

- **Counting longer.** Repeating every measurement $m$ times multiplies $A^TA$ by $m$ and each $s_k$ by $\sqrt m$. Mode 4 reaches $s_4\sqrt D=1$ when the error falls to $2\,\%\times0.091=0.18\,\%$, which takes about 120 times the counts if counting noise is the sole error. Using 56 angles over the same range leaves the number of passing modes at three.
- **Changing the range.** Since $c=D(\sec\theta_{\max}-1)/(4\lambda)$, a shorter attenuation length acts on every order at once. With $\lambda=0.7$ nm and the same angles, $c$ would be 0.98. The signal from the substrate side then falls steeply with angle, so a new decomposition with realistic $\sigma_i$ is needed before modes are counted.
- **Thin films.** As $D\to0$ at fixed relative error of the signal, $c\to0$ and only the amount remains measurable. With 2 % errors and the layer scaled with $D$, mode 3 has failed by $D=0.5$ nm ($s_3\sqrt D=0.26$). Mode 2 lasts much longer: $s_2\sqrt D$ is still 13 at $D=0.2$ nm, and the second-mode signal of the scaled layer drops below one standard deviation only near 0.1 nm, less than one atomic layer. At fixed absolute error the amount is eventually lost too.

The opening fact can now be sized by hand. Expanding the logarithm of the Laplace transform gives

$$\ln(y\lambda_{\rm ref}\mu)=\ln F-p\bar z+\tfrac12p^2v-\dots,$$

with mean depth $\bar z$ and variance $v$. A box of width $w$ has $v=w^2/12$, so the two boxes differ by $\delta v=(0.36-0.04)/12=0.027$ nm². The relative change of signal, $p^2\delta v/2$, is 0.12 % at 0° and 0.65 % at 65°. Against 2 % errors these are 0.06 and 0.32 standard deviations.

## Non-negative inversion

Minimise, over $x\ge0$,

$$Q(x)=\tfrac12|Ax-b|^2+\tfrac12\alpha^2|x|^2 .$$

For $\alpha>0$, $Q$ is strictly convex and grows without limit, so the minimiser exists and is unique. The gradient is $G=A^T(Ax-b)+\alpha^2x$. At the minimum $G_j=0$ where $x_j>0$, and $G_j\ge0$ where $x_j=0$. Define $u=(b-Ax)/\alpha^2$, so that $G=\alpha^2(x-A^Tu)$. The first condition becomes $x_j=(A^Tu)_j$ and the second $(A^Tu)_j\le0$. Together,

$$x=(A^Tu)_+,\qquad \alpha^2u+A(A^Tu)_+=b ,$$

where $(\cdot)_+$ sets negative entries to zero. The second equation has one unknown per angle, however fine the depth grid. It is the condition $\nabla\varphi=0$ for the strictly convex function

$$\varphi(u)=\tfrac12\alpha^2|u|^2+\tfrac12|(A^Tu)_+|^2-b\cdot u .$$

Apart from the averaging over bins, $(A^Tu)_j$ is proportional to $\sum_iu_ig_ie^{-p_iz}$. Every recovered profile is the positive part of a sum of $M$ exponentials, $M$ being the number of angles.

Both limits of $\alpha$ are instructive. For $\alpha\to\infty$, $u\to b/\alpha^2$ and $x\to A^Tb/\alpha^2$. With positive data this decreases with depth, wherever the layer really is. For $\alpha\to0$ in the continuum, with residual $r=b-Ax\neq0$, the profile can be non-zero only where $\sum_ir_ig_ie^{-p_iz}=0$. A non-zero sum of $M$ distinct exponentials has at most $M-1$ real zeros, so the best fit collapses into a few sheets. Regularisation is needed even though the sign constraint already prevents oscillation about zero.

### Choosing $\alpha$

Let $E=|Ax-b|^2$ and $R=|x|^2$ at the minimisers for $\alpha_1<\alpha_2$. Each minimiser beats the other at its own $\alpha$:

$$E_1+\alpha_1^2R_1\le E_2+\alpha_1^2R_2,\qquad E_2+\alpha_2^2R_2\le E_1+\alpha_2^2R_1 .$$

Adding them gives $(\alpha_2^2-\alpha_1^2)(R_2-R_1)\le0$, hence $R_2\le R_1$. The first inequality then gives $E_1\le E_2$. The misfit $\chi^2=E$ never falls as $\alpha$ grows, and bisection is safe.

I choose $\alpha$ where $\chi^2$ exceeds that of the best non-negative fit by 1. The alternative target $\chi^2=M$ has no solution when the best fit already lies above $M$. In the example the best value is 6.15, the chosen one 7.15, and $\alpha=11.4$ nm$^{-1/2}$.

Without the sign constraint the fit would be $Ax=\sum_ku_k\,(u_k\cdot b)\,s_k^2/(s_k^2+\alpha^2)$. The trace of this map from data to fit counts the fitted parameters:

$$n_{\rm eff}=\sum_k\frac{s_k^2}{s_k^2+\alpha^2}\approx1.00+0.99+0.10=2.09 .$$

### Pseudocode

```
INVERT(A, b, alpha):
  u = solve(alpha^2 I + A A^T, b)
  repeat
    x = max(A^T u, 0)
    grad = alpha^2 u + A x - b
    if |grad| < 1e-7 |b|: return x
    P = columns j with (A^T u)_j > 0
    d = -solve(alpha^2 I + A_P A_P^T, grad)
    slope(t) = d . (gradient at u + t d)
    t = 1 if slope(1) <= 1e-6 |slope(0)|
        else root of slope on [0,1] by bisection
    u = u + t d

PROFILE(y, sigma, angles, D, lam, lam_ref):
  build A; b = y / sigma
  SVD of A; report s_k sqrt(D)
  chi_best = chi2(INVERT(A, b, small alpha))
  bisect log(alpha) until chi2 = chi_best + 1
  return f = x / sqrt(h), amount, mean height
```

The slope rises monotonically with $t$ because $\varphi$ is convex, so bisection finds the minimum along $d$. The small $\alpha$ in the example is 0.1 nm$^{-1/2}$.

### Cost and stability

The decomposition costs of order $M^2n$ operations for $M<n$. A Newton step costs up to $M^2n$ to form its matrix, about 12 000 multiplications here, and of order $M^3$ to solve. The condition number of the Newton matrix is at most $1+(s_1/\alpha)^2$: about $2.7\times10^4$ at the chosen $\alpha$ and $3.5\times10^8$ at $\alpha=0.1$. Double precision handles both, but $\alpha=0$ must not be used. Singular values should be computed from $A$, not from $A^TA$, which squares their ratios. Here $(s_5/s_1)^2\approx1.4\times10^{-13}$ is still resolved in double precision, but $s_6$ is lost to rounding.

## Reading the recovered profile

| depth (nm) | true $f$ | recovered | noise-free data |
|---|---|---|---|
| 1.083 | 0.000 | 0.000 | 0.000 |
| 1.383 | 0.000 | 0.101 | 0.154 |
| 1.683 | 0.660 | 0.324 | 0.293 |
| 1.883 | 0.220 | 0.440 | 0.363 |
| 1.983 | 0.007 | 0.490 | 0.392 |

The recovered profile is a ramp that is highest at the substrate, where the true profile vanishes. The penalty produces this shape. Suppose the data fix just $F$ and $\bar z$. Minimising $\int f^2dz$ with these two constraints and $f\ge0$ gives, with two Lagrange multipliers, $f=(a+bz)_+$ for constants $a$ and $b$. For a layer near the substrate this is a triangle of base $w$, whose mean height is $w/3$. A height of 0.31 nm requires $w=0.93$ nm and a peak of $2F/w=0.43$; the noise-free profile reaches 0.39. A rise towards the substrate in such a plot reflects the mean depth; it is no evidence that the suboxide density peaks at the interface.

For this layer the integrals fare much better. For noise-free data the amount is 9.92 nm$^{-2}$ (true 9.99) and the mean height 0.310 nm (true 0.300). Over 200 simulated measurements at fixed $\alpha$, the spreads are 0.15 nm$^{-2}$ and 0.032 nm. If $\alpha$ is chosen anew for each data set by the $\chi^2$ rule, as in the pseudocode, it scatters between about 4 and 18 nm$^{-1/2}$ (10th to 90th percentile), and the spreads grow to about 0.20 nm$^{-2}$ and 0.05 nm. The single noisy data set in the table gives 10.13 nm$^{-2}$ and 0.257 nm. The small height bias does not carry over to layers closer to the substrate: at the same $\alpha$, and with $\sigma_i$ equal to 2 % of the new signal, noise-free data from a layer of equal amount with a true mean height of 0.10 nm return 0.17 nm. The penalty favours broad profiles, and a profile that cannot extend into the substrate can broaden only towards the surface.

For comparison, fitting $\ln(y\lambda_{\rm ref}\mu)=\ln F-p\bar z$ by a straight line gives a height spread of $0.02/[\sum_i(p_i-\bar p)^2]^{1/2}=0.045$ nm, with $\bar p$ the mean of the $p_i$. At fixed $\alpha$ the inversion has less spread in this example, 0.032 nm, and a bias of 0.010 nm for noise-free data. With $\alpha$ chosen for each data set, its height spread is the same as that of the straight-line fit, so the full procedure gains nothing in height precision. Part of the lower spread is damping, which also weakens the response to real changes: true heights of 0.20 and 0.30 nm are returned as 0.23 and 0.31 nm.

The sign constraint adds information that the linear inverse lacks. At the same $\alpha$ and with noise-free data, the unconstrained profile is negative near the surface, with the value $-0.067$ at a depth of 0.183 nm. Its error relative to the norm of the true profile is 0.75, against 0.62 with the constraint. Neither number describes a resolved shape. The bound $f\le1$ is not imposed in the inversion and should be checked afterwards; the tabulated values satisfy it.

## Failure modes

Systematic errors were sized by refitting noise-free data with $\alpha$ and $\sigma_i$ held fixed. Changes are relative to the undisturbed fit.

| disturbance | amount (%) | height (nm) |
|---|---|---|
| elastic scattering | +7.0 | −0.101 |
| $\lambda,\lambda_{\rm ref}$ assumed 10 % too long | +7.7 | −0.104 |
| the same, and $D$ 10 % too large | +9.9 | +0.033 |
| $D$ assumed 0.1 nm too large | +0.6 | +0.079 |
| diffraction in the reference | −5.2 | +0.049 |
| 1 % of Si4+ signal counted as suboxide | +3.0 | +0.040 |
| angular acceptance ±4° | +0.3 | −0.009 |

Several height errors exceed the statistical spread, which is 0.032 nm at fixed $\alpha$ and about 0.05 nm with $\alpha$ chosen for each data set. The inversion can damp height shifts in either direction, so the table may understate them: with both attenuation lengths 10 % too long, the height from the straight-line fit moves by −0.17 nm instead of −0.104 nm. The third row follows from scaling: multiplying $z$, $D$, $\lambda$ and $\lambda_{\rm ref}$ by 1.1 leaves $y$ unchanged, so amount and height both grow by about 10 %. If the thickness is derived with the same attenuation length, the height error in this example changes sign and becomes smaller, from −0.104 to +0.033 nm in the inversion and from −0.17 to +0.03 nm in the straight-line fit, while the amount error remains.

Elastic scattering was modelled by isotropic deflections with single-scattering albedo $\omega=0.1$, a rough value. By reciprocity, the escape probability from optical depth $\tau$ into direction $\mu$ is proportional to the solution of

$$J(\tau)=e^{-\tau/\mu}+\frac\omega2\int_0^\infty E_1(|\tau-\tau'|)\,J(\tau')\,d\tau' ,$$

where $E_1$ is the exponential integral and $\tau$ is depth divided by the total mean free path $(1-\omega)\lambda$. The signal ratio changes by +4.2 % at 0° and −1.8 % at 65°. This tilt imitates a deeper layer. If $\lambda$ is an effective length that already includes elastic scattering, part of the correction is contained in it and must not be applied twice.

The acceptance row averages the ratio $y$ over angle; averaging the layer and reference intensities separately gives a height change of −0.008 nm. The diffraction row assumes 10 % intensity peaks at 0° and 45° in the crystalline reference. Its size depends on crystal azimuth and angular acceptance.

The parameters represent, roughly, a thin thermal oxide on Si(100) measured with a laboratory Al Kα source; about a monolayer or two of suboxide near the interface is a realistic amount. The 2 % error is optimistic for such a source, because the suboxide lines overlap the Si0 and Si4+ peaks. If all errors were 10 %, every $s_k$ would fall fivefold: $s_3\sqrt D$ would be 1.1, and the second-mode signal of this layer 4.7 standard deviations. Real samples also break the straight-line assumption, which by itself lowers the height in this model by 0.10 nm in the inversion and by 0.15 nm in the straight-line fit, and interface roughness makes $f$ a lateral average. With 2 % errors the defensible results are an amount and a mean height, with systematic errors attached. With 10 % errors the height spread of the straight-line fit is 0.22 nm, so a height of 0.30 nm is hardly distinguished from zero. The amount, with a statistical spread of 9 % in the same fit, remains useful. The numerical output gives the remaining values.

## Computed values

```
film thickness 2.0 nm; attenuation lengths 3.4 (film), 3.1 (Si) nm
angles 0 to 65 deg, number 14; noise 2.0 %; bins 60
Si density 49.94 nm^-3; Si in oxide 22.05 nm^-3; monolayer 6.78 nm^-2
true layer: width 0.6 nm, amount 9.99 nm^-2 = 1.47 monolayers
signal ratio y at 0 deg 0.03915, at 65 deg 0.04690
largest relative binning error of the signal 4.5e-05
expansion parameter c 0.2009
mode | s_k (nm^-1/2) | upper bound | s_k*sqrt(D) | true-profile component (sigma)
  1  | 1872 | - | 2647 | 186
  2  | 134.2 | 468 | 189.8 | 23.4
  3  | 3.847 | 47 | 5.44 | 0.496
  4  | 0.06448 | 3.15 | 0.09119 | 0.000385
  5  | 0.0006982 | 0.158 | 0.0009874 | 7.18e-05
modes with s_k*sqrt(D) > 1: 3; with 56 angles: 3
noise at which the next mode reaches 1: 0.1824 %
alpha 11.42 nm^-1/2; best chi2 6.15; chosen chi2 7.15
effective number of fitted parameters 2.09
depth (nm) | true f | recovered f | noise-free f | noise-free f, no sign constraint
  0.183 | 0.000 | 0.000 | 0.000 | -0.067
  0.683 | 0.000 | 0.000 | 0.000 | 0.058
  1.083 | 0.000 | 0.000 | 0.000 | 0.132
  1.383 | 0.000 | 0.101 | 0.154 | 0.174
  1.583 | 0.447 | 0.257 | 0.251 | 0.197
  1.683 | 0.660 | 0.324 | 0.293 | 0.207
  1.783 | 0.547 | 0.385 | 0.330 | 0.216
  1.883 | 0.220 | 0.440 | 0.363 | 0.225
  1.983 | 0.007 | 0.490 | 0.392 | 0.232
relative profile error, noise-free: constrained 0.615, unconstrained 0.751
amount (nm^-2): true 9.99, recovered 10.13, noise-free 9.92
mean height above Si (nm): true 0.300, recovered 0.257, noise-free 0.310
200 repeats, mean: amount 9.92 nm^-2, height 0.310 nm
200 repeats, spread: amount 0.15 nm^-2, height 0.032 nm
height spread of a straight-line fit of the logarithm 0.045 nm
data distance of 0.2 nm and 0.6 nm wide layers 0.517 sigma in total
elastic scattering changes y by 4.24 % at 0 deg, -1.75 % at 65 deg
neglected effect | change of amount (%) | change of mean height (nm)
  elastic scattering, albedo 0.1 | +7.03 | -0.101
  both attenuation lengths +10 % | +7.67 | -0.104
  both lengths and thickness +10 % | +9.91 | +0.033
  assumed thickness +0.1 nm | +0.62 | +0.079
  10 % diffraction peaks in reference | -5.17 | +0.049
  1 % of Si4+ signal leaks in | +2.95 | +0.040
  acceptance +-4 degrees | +0.34 | -0.009
```
